\section*{Perpendicular polarizability of H2 with s functions and with added p functions}

\section*{Problem}

The electronic polarizability of the molecules in an insulator is one of the quantities that set its dielectric constant. A calculated polarizability depends on the functions in which the electrons are allowed to respond. The molecule H$_2$ shows this in its simplest form.

Two clamped protons A and B lie on the $z$ axis at $Z_A=R/2$ and $Z_B=-R/2$. Atomic units are used. A uniform field $F$ points along $x$. An electron has charge $-1$, so its energy in the field is $+Fx$, and the electronic Hamiltonian is
\begin{equation}
H(F)=H_0+F\,W,\qquad W=x_1+x_2 .
\end{equation}
The protons have $x=0$ and contribute no field energy. The perpendicular polarizability $\alpha_{xx}$ is defined by $E(F)=E(0)-\tfrac12\alpha_{xx}F^2+O(F^4)$. The basis functions are real and do not depend on the field.

\begin{enumerate}
\item[(a)] The basis contains only s functions centred on the two protons. Show that $\alpha_{xx}=0$ in restricted Hartree--Fock (RHF) and in full configuration interaction (full CI), however many s functions are used. Explain why the real molecule nevertheless has $\alpha_{xx}>0$.
\item[(b)] Does the same argument apply to $\alpha_{zz}$? What happens to $\alpha_{zz}$ in full CI when the atoms are far apart?
\item[(c)] Find the integral $\langle s_a|x|p_b\rangle$ between a normalized s Gaussian of exponent $a$ and a normalized $p_x$ Gaussian of exponent $b$, on the same or on different protons.
\item[(d)] One p shell is added to each atom. Derive a closed expression for the RHF value of $\alpha_{xx}$.
\item[(e)] Evaluate the result for $R=1.4$ bohr, compare it with full CI in larger bases, and decide whether p functions are the only cure.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The s-only basis}

An s function on proton A depends on position only through the distance to A, whose square is $x^2+y^2+(z-Z_A)^2$. It is therefore even in $x$, and so is every s function on B. For any two of them the integrand of
\begin{equation}
X_{ab}=\int \chi_a(\mathbf r)\,x\,\chi_b(\mathbf r)\,d^3r
\end{equation}
is odd in $x$, so $X_{ab}=0$, whether the two functions share a centre or not.

The singlet ground state in this basis has the spatial form $\Psi=\sum_{ab}C_{ab}\,\chi_a(1)\chi_b(2)$ with $C_{ab}=C_{ba}$. With $S_{ab}$ the overlap matrix, the field term in the energy is
\begin{equation}
F\langle\Psi|W|\Psi\rangle
=F\sum_{abcd}C_{ab}C_{cd}\left(X_{ac}S_{bd}+S_{ac}X_{bd}\right)=0
\end{equation}
for every choice of the coefficients. The energy functional to be minimized is then the same with and without the field, and so is its minimum:
\begin{equation}
E(F)=E(0)\quad\text{for every }F .
\end{equation}
Full CI minimizes over all symmetric $C_{ab}$. RHF minimizes over the products $C_{ab}=c_ac_b$, for which the field term vanishes too. Hence $\alpha_{xx}=0$ in both methods. Electron correlation cannot repair the fault, because the fault lies in the one-electron functions.

The choice of origin does not matter. If the molecular axis is moved to $x=d$, then $X_{ab}=d\,S_{ab}$ and the two electrons gain the energy $2Fd$. The two protons gain $-2Fd$, and the sum is zero.

For the real molecule, second-order perturbation theory gives
\begin{equation}
\alpha_{xx}=2\sum_{n\neq0}\frac{|\langle n|W|0\rangle|^2}{E_n-E_0},
\end{equation}
where the sum includes the continuum. No term is negative. In a complete set of states, and with $\langle0|W|0\rangle=0$,
\begin{equation}
\sum_{n\neq0}|\langle n|W|0\rangle|^2=\langle0|W^2|0\rangle>0 ,
\end{equation}
so at least some terms are positive and $\alpha_{xx}>0$. In the s-only basis completeness fails in the worst possible way: the function $W\Psi_0$, which starts the response, is orthogonal to everything the basis can represent. The zero is a property of the basis and not of H$_2$.

\subsection*{(b) The parallel component}

For a field along $z$ the reflection argument is lost, since an s function on A is not even in $z$. Take one s function per atom, $\chi_A$ and $\chi_B$, with overlap $S$, and form
\begin{equation}
\sigma_g=\frac{\chi_A+\chi_B}{\sqrt{2(1+S)}},\qquad
\sigma_u=\frac{\chi_A-\chi_B}{\sqrt{2(1-S)}} .
\end{equation}
The cross terms $\langle\chi_A|z|\chi_B\rangle$ cancel, and $\langle\chi_A|z|\chi_A\rangle=R/2=-\langle\chi_B|z|\chi_B\rangle$, so
\begin{equation}
\langle\sigma_g|z|\sigma_u\rangle=\frac{R/2+R/2}{2\sqrt{1-S^2}}=\frac{R}{2\sqrt{1-S^2}}\neq0 .
\end{equation}
The field mixes $\sigma_u$ into $\sigma_g$ and moves charge from one atom to the other. This is a response that s functions can describe.

It disappears when the atoms separate. The full CI ground state then tends to the covalent form $\chi_A(1)\chi_B(2)+\chi_B(1)\chi_A(2)$, with one electron on each atom. Write $z=Z_A+(z-Z_A)$ for the electron on A. The second part has no matrix elements between s functions on A, and its elements with functions on B vanish with the overlap. The same holds on B. Within the basis, $z_1+z_2$ therefore acts on this state as the number $Z_A+Z_B=0$, and $\alpha_{zz}\to0$. Two real hydrogen atoms would keep their atomic polarizabilities. The s-only full CI value of $\alpha_{zz}$ thus exists only while the functions on the two atoms overlap. The approach to zero is not monotonic: in the 7s basis of part (e), $\alpha_{zz}$ is $6.35$, $13.4$, $3.9$, $0.36$ and $0.006$ bohr$^3$ at $R=1.4$, $3$, $5$, $8$ and $12$ bohr.

\subsection*{(c) The integral that p functions supply}

The normalized functions are
\begin{equation}
s_a=\left(\frac{2a}{\pi}\right)^{3/4}e^{-a r_A^2},\qquad
p_b=2\sqrt b\,x\left(\frac{2b}{\pi}\right)^{3/4}e^{-b r_B^2}=2\sqrt b\,x\,s_b ,
\end{equation}
where $r_A$ and $r_B$ are the distances to the two centres, which lie a distance $L$ apart on the $z$ axis ($L=0$ or $L=R$). Then
\begin{equation}
\langle s_a|x|p_b\rangle=2\sqrt b\,\langle s_a|x^2|s_b\rangle .
\end{equation}
The $x$ dependence of the product $s_as_b$ is $e^{-(a+b)x^2}$. Integration by parts gives
\begin{equation}
\int x^2e^{-\gamma x^2}dx=\frac1{2\gamma}\int e^{-\gamma x^2}dx ,\qquad \gamma=a+b ,
\end{equation}
so $\langle s_a|x^2|s_b\rangle=S_{ab}/[2(a+b)]$ and
\begin{equation}
\langle s_a|x|p_b\rangle=\frac{\sqrt b}{a+b}\,S_{ab} .
\end{equation}
For the overlap, completing the square in $z$ leaves the factor $e^{-abL^2/(a+b)}$. The remaining Gaussian integral is $[\pi/(a+b)]^{3/2}$, and the normalization factors multiply to $(2\sqrt{ab}/\pi)^{3/2}$. Hence
\begin{equation}
S_{ab}=\left(\frac{2\sqrt{ab}}{a+b}\right)^{3/2}e^{-abL^2/(a+b)} .
\end{equation}
The integral is positive for all exponents and distances. For $a=0.45$ and $b=0.30$ bohr$^{-2}$ on the same atom, $S_{ab}=0.970$ and the integral is $(0.5477/0.75)\times0.970=0.708$ bohr. At $L=1.4$ bohr, $S_{ab}=0.682$ and the integral is $0.498$ bohr.

The p function has a direct meaning. If the centre of $s_b$ is moved sideways by a small distance $\delta$, then
\begin{equation}
s_b(x-\delta)\simeq s_b+2b\,\delta\,x\,s_b=s_b+\sqrt b\,\delta\,p_b .
\end{equation}
Adding a little $p_x$ to an s function displaces the charge cloud, which is what a perpendicular field does to it.

\subsection*{(d) RHF with one p shell per atom}

Let $\sigma$ be the occupied orbital without field. It is even in $x$, $y$ and $z$, and it may contain $p_z$ functions. The operator $x$ is odd in $x$ and even in $y$ and $z$. Of the added functions it therefore couples $\sigma$ to one combination only,
\begin{equation}
\pi=N\,(p_{xA}+p_{xB}),
\end{equation}
because $p_{xA}-p_{xB}$ is odd in $z$ and the $p_y$ functions are odd in $y$. Write the orbital in the field as
\begin{equation}
\varphi=\frac{\sigma+c\,\pi}{\sqrt{1+c^2}} .
\end{equation}
The electronic RHF energy is $E=2h_{\varphi\varphi}+(\varphi\varphi|\varphi\varphi)+2F\langle\varphi|x|\varphi\rangle$, where $h$ is the kinetic energy plus the attraction to the protons. Define
\begin{align}
\mu&=\langle\sigma|x|\pi\rangle, & J_0&=(\sigma\sigma|\sigma\sigma),\\
J&=(\sigma\sigma|\pi\pi), & K&=(\sigma\pi|\sigma\pi).
\end{align}
Integrals whose integrand is odd under the reflection $x\to-x$ vanish, which removes $h_{\sigma\pi}$, $(\sigma\sigma|\sigma\pi)$, $\langle\sigma|x|\sigma\rangle$ and $\langle\pi|x|\pi\rangle$. To second order in $c$,
\begin{align}
h_{\varphi\varphi}&=\frac{h_\sigma+c^2h_\pi}{1+c^2}\simeq h_\sigma+c^2(h_\pi-h_\sigma),\\
\langle\varphi|x|\varphi\rangle&=\frac{2c\mu}{1+c^2}\simeq2c\mu .
\end{align}
The density $\varphi^2$ is proportional to $\sigma^2+2c\,\sigma\pi+c^2\pi^2$. Its self-repulsion contains $2c^2J$ from the pair $\sigma^2,\pi^2$ and $4c^2K$ from $2c\,\sigma\pi$ with itself:
\begin{equation}
(\varphi\varphi|\varphi\varphi)\simeq\frac{J_0+c^2(2J+4K)}{(1+c^2)^2}
\simeq J_0+c^2(2J+4K-2J_0).
\end{equation}
Together,
\begin{equation}
E=E(0)+2Dc^2+4F\mu c,\qquad D=h_\pi-h_\sigma+J+2K-J_0 .
\end{equation}

The orbital $\sigma$ can also relax among functions even in $x$. Let $t$ measure this change. There is no term linear in $t$ alone, since $\sigma$ is already optimal, and none in $tF$, since $x$ has no matrix elements between even functions. The lowest couplings are $tc^2$ and $tFc$, both of order $tF^2$. Balanced against the $t^2$ term they give $t\sim F^2$ and an energy of order $F^4$, which does not affect $\alpha_{xx}$.

Setting $dE/dc=4Dc+4F\mu=0$ gives $c=-F\mu/D$, and
\begin{equation}
E=E(0)+\frac{2F^2\mu^2}{D}-\frac{4F^2\mu^2}{D}=E(0)-\frac{2F^2\mu^2}{D}.
\end{equation}
Comparison with $-\frac12\alpha_{xx}F^2$ yields
\begin{equation}
\boxed{\;\alpha_{xx}=\frac{4\mu^2}{D}\;}
\end{equation}
This requires $D>0$; if $D$ were negative, $\sigma$ would not be a minimum of the energy. The sign of $c$ is right: the electrons move to $\langle x_1+x_2\rangle=4c\mu=-\alpha_{xx}F$, against the field.

The orbital energies $\varepsilon_\sigma=h_\sigma+J_0$ and $\varepsilon_\pi=h_\pi+2J-K$ turn the denominator into
\begin{equation}
D=\varepsilon_\pi-\varepsilon_\sigma-J+3K .
\end{equation}
If the mean field were frozen while the orbital responds, each electron would gain $F^2\mu^2/(\varepsilon_\pi-\varepsilon_\sigma)$ and the denominator would be the orbital gap alone. The terms $-J+3K$ are the correction for the self-consistent change of the mean field.

\subsection*{(e) Numbers}

Each atom carries seven s Gaussians with exponents from $0.05$ to $36.45$ bohr$^{-2}$, a set called 7s. Adding one p shell of exponent $0.3$ bohr$^{-2}$ gives 7s1p. The RHF integrals, in hartree, are $h_\sigma=-1.250$, $h_\pi=-0.363$, $J_0=0.655$, $J=0.500$ and $K=0.079$, so
\begin{equation}
D=0.887+0.500+0.158-0.655=0.890 .
\end{equation}
With $\mu=0.8507$ bohr,
\begin{equation}
\alpha_{xx}=\frac{4\times0.8507^2}{0.890}=3.25\ \text{bohr}^3 .
\end{equation}
A separate calculation from RHF energies in finite fields gives the same value. The frozen-field estimate uses $\varepsilon_\pi-\varepsilon_\sigma=0.558+0.595=1.153$ hartree and gives only $2.51$ bohr$^3$.

Full CI gives the following values, with the mean defined below.
\begin{center}
\begin{tabular}{lcccc}
basis & $E$ (hartree) & $\alpha_{xx}$ (bohr$^3$) & $\alpha_{zz}$ (bohr$^3$) & mean (bohr$^3$)\\
7s & $-1.1544$ & 0 & 6.35 & 2.12\\
7s1p & $-1.1628$ & 3.23 & 6.39 & 4.29\\
7s3p & $-1.1710$ & 4.53 & 6.45 & 5.17\\
7s3p1d & $-1.1714$ & 4.59 & 6.43 & 5.21
\end{tabular}
\end{center}
The energies include the proton repulsion. The three p exponents are $0.1$, $0.3$ and $0.9$ bohr$^{-2}$, and the d exponent is $0.3$ bohr$^{-2}$.

In the 7s basis a perpendicular field of $0.1$ atomic units leaves the computed energy unchanged. The total energy does not show the defect so plainly: it lies 1.5\% above that of the largest basis, whereas $\alpha_{xx}$ is missing altogether. The single p shell of exponent $0.3$ bohr$^{-2}$ restores a finite $\alpha_{xx}$ but not a converged one, and the value depends strongly on this exponent: full CI with one p shell of exponent $0.05$, $0.15$, $0.3$ or $1.0$ bohr$^{-2}$ gives $2.37$, $4.48$, $3.23$ or $0.67$ bohr$^3$. In 7s1p, correlation changes $\alpha_{xx}$ by less than 1\% of the RHF value, whereas going to three p shells raises the full CI value by 40\%. Most of this gain comes from admitting more diffuse p character, since a single shell of exponent $0.15$ bohr$^{-2}$ already lies within about 1\% of the 7s3p value. The slight fall of $\alpha_{zz}$ on adding d functions is no contradiction. A larger basis lowers the energies with and without field, but it does not fix the sign of the change in their difference.

For randomly oriented molecules the response along the field is $\alpha_{zz}\cos^2\theta+\alpha_{xx}\sin^2\theta$, with $\theta$ the angle between axis and field. Since $\cos^2\theta$ averages to $1/3$,
\begin{equation}
\bar\alpha=\frac{\alpha_{zz}+2\alpha_{xx}}3 .
\end{equation}
In a dilute medium with $n$ molecules per unit volume, the dielectric constant obeys $\epsilon-1\simeq4\pi n\bar\alpha$. The 7s basis would give only $2.12/5.21=0.41$ of the $\epsilon-1$ found with the largest basis. In that basis $\alpha_{xx}=0.681$, $\alpha_{zz}=0.953$ and $\bar\alpha=0.772$ \AA$^3$. These are clamped-nuclei electronic values in a finite basis, and their last digits are not converged. Full CI in the aug-cc-pVQZ basis gives $\alpha_{xx}=4.58$, $\alpha_{zz}=6.39$ and $\bar\alpha=5.19$ bohr$^3$, or $0.679$, $0.947$ and $0.768$ \AA$^3$, which is $0.3$ to $0.6\%$ lower; the ratio $0.41$ is unchanged. Vibrational contributions are left out and are larger: lengthening the bond from $1.4$ to $1.449$ bohr, roughly its mean in the vibrational ground state, raises $\bar\alpha$ in 7s3p1d by 4\%, to $5.42$ bohr$^3$.

Functions odd in $x$ are what the basis needs, and p functions are not their only source. Two further full CI calculations start from 7s.

\emph{Displaced s functions.} Around each proton, s functions of exponent $0.3$ bohr$^{-2}$ are placed at $x=\pm0.5$ bohr. The difference of such a pair is odd in $x$ and resembles a $p_x$ function, as in part (c). The result is $\alpha_{xx}=3.30$ bohr$^3$, near the 7s1p value. The result of part (a) therefore depends on where the s functions sit: it holds when all of them are centred on the molecular axis, as they are when centred on the protons.

\emph{A d shell without p.} The function $d_{xz}\propto x(z-Z_B)e^{-br_B^2}$ is odd in $x$. Its integral $\langle s_a|x|d_{xz}\rangle$ is proportional to the mean of $z-Z_B$ over the product of the two Gaussians. With $s_a$ on A this mean is $a(Z_A-Z_B)/(a+b)$; with $s_a$ on B it is zero. The coupling thus exists only between different atoms and dies out as they separate. The calculation gives $\alpha_{xx}=0.48$ bohr$^3$, finite but far too small. On the nuclei, p is the lowest angular momentum that restores the perpendicular response, and the lowest that lets each atom respond by itself.

\section*{Table of computed values}
\begin{verbatim}
bond length R = 1.4 bohr
s exponents = 0.05 0.15 0.45 1.35 4.05 12.15 36.45 bohr^-2
single p exponent = 0.3 bohr^-2
three p exponents = 0.1 0.3 0.9 bohr^-2
d exponent = 0.3 bohr^-2
s only: largest |<s|x|s>| = 0.0e+00 bohr
s only: largest |<s|z|s>| = 0.7000 bohr
s only: strong perpendicular field = 0.1 a.u.
s only: |full CI energy change| in it = 0.0e+00 hartree
s-p integrals for a = 0.45, b = 0.3 bohr^-2:
  distance 0.0 bohr: S_ab = 0.96985, <s|x|p_x> = 0.70828 bohr
  distance 1.4 bohr: S_ab = 0.68153, <s|x|p_x> = 0.49772 bohr
RHF, basis 7s1p:
  mu = 0.85072 bohr
  h_sigma = -1.24972 hartree
  h_pi = -0.36318 hartree
  J0 = 0.65475 hartree
  J = 0.49996 hartree
  K = 0.07912 hartree
  D = 0.88997 hartree
  alpha_xx = 4 mu^2/D = 3.2528 bohr^3
  alpha_xx from finite fields = 3.2528 bohr^3
  field steps = 0.002 and 0.004 a.u.
full CI 7s1p, alpha_xx from finite fields = 3.2340 bohr^3
full CI: basis, total energy (hartree), alpha_xx, alpha_zz, mean (bohr^3)
  7s      -1.15444 0.0000 6.3488 2.1163
  7s1p    -1.16284 3.2340 6.3891 4.2857
  7s3p    -1.17099 4.5271 6.4495 5.1679
  7s3p1d  -1.17143 4.5940 6.4342 5.2074
7s3p1d in angstrom^3: alpha_xx = 0.6808, alpha_zz = 0.9535, mean = 0.7717
mean, 7s relative to 7s3p1d = 0.406
7s plus s functions (exponent 0.3 bohr^-2) displaced by +-0.5 bohr along x:
  full CI alpha_xx = 3.3042 bohr^3
7s1d (no p): full CI alpha_xx = 0.4794 bohr^3
\end{verbatim}
